\section*{Where Dopant Incorporation Peaks When Activated Reaction Competes with Desorption, part 2}

How does surface temperature $T$ affect doping when a thermally activated precursor leaves dopants that may desorb before the growing film buries them? Precursor molecules strike unit area at rate $F$ and react with probability $s=s_0e^{-\beta E_r}$, with $\beta=1/(kT)$. A reacted dopant desorbs at rate $g=\nu e^{-\beta E_d}$ or is buried at rate $b=R/d$, where $R$ is the growth rate and $d$ the layer thickness. Burial is assumed memoryless; dopants stay where they reacted and, once covered, stay covered.

If $N$ is the number of exposed reacted dopants per unit area, $dN/dt=Fs-(b+g)N$. The transient lasts at most about one layer. In the steady state the desorbed fraction is $\phi=g/(b+g)$, the incorporated flux is $J=bN=Fs(1-\phi)$, and the concentration is
\begin{align}
C&=\frac{J}{R}=\frac{Fs}{R}\frac{b}{b+g}\nonumber\\
&=\frac{Fs}{d(b+g)}=\frac{Fs}{R+gd}, \label{conc}
\end{align}
With $F$, $s_0$, $\nu$ and $b$ constant, $d\ln J/d\beta=-E_r+E_d\phi$. A peak requires $E_d>E_r>0$ and, with an asterisk marking peak values, obeys the rule
\begin{equation}
\boxed{\phi_*=\frac{E_r}{E_d}}. \label{rule}
\end{equation}
When $R$ is changed at fixed $F$ and the temperature is readjusted to the peak,
\begin{equation}
\ln R=\ln\left[\frac{\nu d(E_d-E_r)}{E_r}\right]-\frac{E_d}{kT_*}. \label{shift}
\end{equation}
\begin{equation}
J_*\propto R^{E_r/E_d},\qquad
C_*\propto R^{E_r/E_d-1}. \label{power}
\end{equation}

A gas of number density $n$, molecular mass $m$ and partial pressure $p$ gives $F=nu=p/\sqrt{2\pi mkT}$, with one-way speed $u=\sqrt{kT/(2\pi m)}$.

The example is phosphorus from PH$_3$ on (111) diamond, with chosen, not measured, values $E_r=1$ eV, $E_d=3$ eV, $s_0=0.1$ and $\nu=10^{13}$ s$^{-1}$. One layer is a bilayer, $d=0.2059$ nm; $R=1$ $\mu$m/h gives $b=1.349$ s$^{-1}$. At 100 Torr, a PH$_3$ mole fraction of $5\times10^{-7}$ and gas at 1150 K, $F=8.88\times10^{15}$ cm$^{-2}$s$^{-1}$. The peak has $T_*=1148$ K, $\phi_*=0.333$, $s=4.07\times10^{-6}$ and $C_*=8.7\times10^{17}$ cm$^{-3}$.

Q: And if I grow five times faster?

A: At the same precursor flux, the peak moves from 1148 to 1212 K and its concentration falls to $3.0\times10^{17}$ cm$^{-3}$. The reduction factor is $5^{2/3}=2.92$, from \eqref{power}. At 0.2 $\mu$m/h the peak is at 1090 K and reaches $2.5\times10^{18}$ cm$^{-3}$.

Q: Now to the assumption you postponed. A step-flow surface may be covered by regularly spaced steps. Why should burial be memoryless?

A: It need not be, and then the rule changes. Let $S$ be the probability that a reacted dopant is buried before it desorbs. It depends on $x=g/b$, and $J=FsS(x)$. Since $d\ln x/d\beta=-E_d$, the peak condition is
\begin{equation}
-\frac{d\ln S}{d\ln x}=\frac{E_r}{E_d}. \label{general}
\end{equation}
For random, independent passages at mean rate $b$, the probability of no passage during a time $t$ is $e^{-bt}$. Therefore
\begin{equation}
S=\int_0^\infty be^{-bt}e^{-gt}dt=\frac{b}{b+g}=\frac1{1+x}.
\end{equation}
The left side of \eqref{general} is then $x/(1+x)=\phi$, and the original rule returns.

For regular passages separated by $1/b$, a dopant landing at a random moment waits a time uniformly distributed between 0 and $1/b$. With $y=bt$,
\begin{equation}
S=\int_0^1e^{-xy}dy=\frac{1-e^{-x}}{x}.
\end{equation}
Differentiating $\ln S=\ln(1-e^{-x})-\ln x$ gives
\begin{equation}
-\frac{d\ln S}{d\ln x}
=1-\frac{xe^{-x}}{1-e^{-x}}
=1-\frac{x}{e^x-1}.
\end{equation}
The peak now satisfies $x/(e^x-1)=1-E_r/E_d$. In the example it lies at 1164 K with a desorbed fraction of 0.300. The barrier ratio is still 0.333, so it no longer equals that fraction.

Both cases assume that the dopant waits where it reacted. Suppose instead that it diffuses with $D\propto e^{-\beta E_m}$ to trapping steps a distance $L$ apart, much faster than the steps advance. The steady density obeys $DN''-gN+Fs=0$ with $N=0$ at the steps, which gives $S=\tanh y/y$ with $y=(L/2)\sqrt{g/D}$. Then $R$ drops out of $S$ and \eqref{shift} fails. The slope becomes $-E_r+\frac12(E_d-E_m)(1-2y/\sinh 2y)$, so a peak needs $E_d-E_m>2E_r$, or $E_m<1$ eV in the example.

Q: What if I cannot hold the growth rate fixed? Heating may accelerate growth too.

A: Suppose $b\propto e^{-\beta E_g}$, with random burial again. Apart from constants, $C\propto s/(b+g)$. Using $db/d\beta=-E_gb$ and $dg/d\beta=-E_dg$,
\begin{align}
\frac{d\ln C}{d\beta}
&=-E_r+\frac{E_gb+E_dg}{b+g}\nonumber\\
&=-E_r+E_g(1-\phi)+E_d\phi\nonumber\\
&=-(E_r-E_g)+(E_d-E_g)\phi.
\end{align}
For $E_g<E_r<E_d$, and if the prefactors of $b$ and $g$ allow this fraction at a finite temperature, the concentration peak has
\begin{equation}
\phi_*=\frac{E_r-E_g}{E_d-E_g}.
\end{equation}
If the growth rate is 1 $\mu$m/h at 1148 K and $E_g=0.5$ eV, the peak moves to 1117 K and $\phi_*$ falls to 0.200. If $E_r\le E_g<E_d$, the first term of the slope is not negative and the second is positive, so $C$ falls with heating throughout.

The incorporated flux has a different condition. It varies as $s/(1+g/b)$, so its slope is $-E_r+(E_d-E_g)\phi$. Its peak fraction is $E_r/(E_d-E_g)$, provided that this is below one and is reached at a finite temperature.

Q: You also froze the prefactors. Is their temperature dependence harmless?

A: For the peak temperature it is modest here, less so for the fraction. At fixed partial pressure, with gas and surface at the same temperature, $F\propto T^{-1/2}\propto\beta^{1/2}$. This adds $1/(2\beta)=kT/2$ to the slope. If also $\nu\propto T$, then $d\ln g/d\beta=-(E_d+kT)$. The condition becomes
\begin{equation}
\phi_*=\frac{E_r-kT_*/2}{E_d+kT_*}.
\end{equation}
With $\nu$ equal to $10^{13}$ s$^{-1}$ at 1148 K, the peak lies about 4 K lower than with constant prefactors, and $\phi_*=0.307$, a change from 0.333 nearly as large as that caused by regular passages.

An uncertain size of $\nu$ matters more for the temperature. A constant $\nu$ of $10^{12}$ s$^{-1}$ puts the peak at 1242 K, and $10^{14}$ s$^{-1}$ puts it at 1067 K. In both cases $\phi_*$ remains 1/3.

Q: Hydrogen in the plasma might remove phosphorus without waiting for thermal desorption.

A: Add a loss rate $\ell$ that does not depend on the surface temperature. Then $J=Fsb/(b+\ell+g)$, and the same differentiation gives
\begin{equation}
\frac{g}{b+\ell+g}=\frac{E_r}{E_d}.
\end{equation}
The rule survives for the thermally desorbed fraction, not for the total lost fraction. If $\ell=b$, the peak moves to 1175 K. One third of the reacted dopants then desorb thermally, one third are removed by the extra process, and one third are buried.

Q: Could the precursor simply fail to reach the surface fast enough?

A: Let the gas supply the surface with transport velocity $h$. With densities $n_0$ far away and $n_s$ at the surface, the steady balance is $h(n_0-n_s)=sun_s$. It gives $n_s=n_0/(1+q)$ with $q=su/h$. The reaction flux is $Fs/(1+q)$, where now $F=un_0$. Holding $u$ and $h$ constant, $dq/d\beta=-E_rq$. The logarithmic slope of the reaction flux is therefore $-E_r+E_rq/(1+q)=-E_r/(1+q)$, and
\begin{equation}
\phi_*=\frac{E_r}{E_d}\frac{1}{1+q}.
\end{equation}
Transport weakens the gain from heating. Because $q$ grows with temperature, a peak can then appear even for $E_d\le E_r$. For a rough $h=50$ cm/s, $q=0.0017$ at the original peak and the shift is only about $-0.1$ K. This concerns the supply alone. Slow transport also holds desorbed phosphorus near the surface. If it sticks again with a constant probability $s'$ and has one-way speed $u'$, the same kind of balance reduces the net desorption rate to $g/(1+s'u'/h)$. This acts as a smaller $\nu$: the rule holds for the net lost fraction, but for phosphorus atoms ($u'=2.2\times10^4$ cm/s) the peak rises by about 70 K for $s'=0.01$ and 165 K for $s'=0.1$.

Q: Then let the supply be large. Occupied sites must eventually block the reaction.

A: Let $\theta$ be the fraction of $N_s$ surface sites occupied by exposed dopants. If reaction needs an empty site, $Fs(1-\theta)=W\theta$ with $W=N_s(b+g)$, so $\theta=Fs/(Fs+W)$. Since $d(Fs)/d\beta=-E_rFs$ and $dW/d\beta=-E_d\phi W$,
\begin{align}
\frac{d\ln\theta}{d\beta}
&=-E_r+\frac{E_rFs+E_d\phi W}{Fs+W}\nonumber\\
&=-E_r+\theta E_r+(1-\theta)E_d\phi\nonumber\\
&=(1-\theta)(-E_r+E_d\phi).
\end{align}
The incorporated flux is $N_sb\theta$, so this simple blocking leaves the peak in place. In the example $\theta$ is about $10^{-5}$. Raising the flux by $10^5$ gives $\theta=0.50$ at an unchanged 1148 K. Here $N_s=1.8\times10^{15}$ cm$^{-2}$, the top half of a bilayer. The large-flux case only illustrates the algebra: it would mean 5\% PH$_3$ in the gas and a film with about one phosphorus atom in four, far outside doping. Interactions that alter the barriers at such a coverage are outside this result.

Q: Does the best phosphorus concentration at least give the best conductivity?

A: The model does not show that. Phosphorus is a deep donor in diamond, and I take a rough ionization energy $E_D=0.57$ eV. Let $N_D$ and $N_A$ be the donor and acceptor concentrations, $n$ now the electron concentration, and $N_c$ the effective density of states of the conduction band. I count only the two spin states of a neutral donor and ignore any valley degeneracy of its ground level, so the ratio of neutral to ionized donors is $n/n_1$, with $n_1=(N_c/2)e^{-E_D/kT}$. Charge neutrality gives
\begin{equation}
n+N_A=\frac{N_D}{1+n/n_1}.
\end{equation}
At 300 K, rough electron masses give $N_c=6.4\times10^{19}$ cm$^{-3}$. If all the phosphorus at the peak forms isolated donors, the uncompensated electron density is $8.6\times10^{13}$ cm$^{-3}$, about $10^{-4}$ of the phosphorus. With acceptors equal to 10\% of the donors, it is $7.7\times10^{10}$ cm$^{-3}$. These are orders of magnitude. An ionization energy of 0.60 eV would lower them to $4.8\times10^{13}$ and $2.4\times10^{10}$ cm$^{-3}$. The masses used are $1.4\,m_e$ and $0.36\,m_e$; values of 1.56 and 0.28 lower the first density by about 9\% and the second by about 18\%. A ground-level degeneracy of 6 instead of 2 would lower the first density by a factor $\sqrt3$ and the second by a factor 3. Conductivity also depends on mobility, which is not treated here.

Q: How close is all this to a real diamond reactor?

A: The pressure, growth rate and surface temperature are of a plausible order for plasma-assisted growth, and the phosphorus concentration is of a useful order for doping. The agreement in temperature is no evidence for the model, because the barriers and $\nu$ were chosen. A real plasma can break the assumption of a fixed, purely thermal surface chemistry, and growth may itself be activated. For the cases above, activated growth with $E_g=0.5$ eV moves the peak by $-31$ K and an extra loss equal to burial by $+27$ K. The first shift grows to $-77$ K for $E_g=0.8$ eV, and the peak disappears for $E_g\ge E_r$. Plasma activation of PH$_3$, clustering and differences between facets could cause further changes that I have not sized. Segregation is also left out. If a dopant just covered can exchange back to the surface at rate $r=\nu e^{-\beta E_x}$, only a fraction $b/(b+r)$ of burials last, and the net burial rate $b^2/(b+r)$ depends on temperature even at fixed $R$. For $r\gg b$ the ratio of desorption to net burial is $gr/b^2\propto e^{-\beta(E_d+E_x)}$, so $\phi_*=E_r/(E_d+E_x)$ and the slope in \eqref{shift} becomes $-(E_d+E_x)/2$. With $E_x=2.5$ eV and the same $\nu$, the example peaks near 1050 K with $\phi_*=0.19$, and the transient lasts about seven layers.

Q: What measurement would make you abandon the rule for a particular process?

A: I would hold the growth rate and precursor flux fixed and measure $C$ well below and well above the peak. The limiting slopes of $\ln C$ against $\beta$ should be $-E_r$ and $E_d-E_r$. I would then find the peak at several growth rates, where \eqref{shift} gives a separate value of $E_d$. The limits are approached slowly: the measured slope is $-E_r+E_d\phi$, and in the example it is still 1.84 eV rather than 2 eV at 1300 K. Straight lines fitted too near the peak therefore give too small an $E_d$ even when the model holds. Only a disagreement that remains after fitting the full curve \eqref{conc}, or after reaching the true limits, would show that an assumption fails.

Agreement would not establish that dopants desorb singly. If they leave in pairs, $Fs=bN+\kappa N^2$ with $\kappa\propto e^{-\beta E_d}$, and $dN/d\beta=0$ still gives a lost fraction $E_r/E_d$. The hot slope is then $(E_d-E_r)/2$ and the slope in \eqref{shift} is $-(E_d+E_r)/2$, so both tests return the same wrong barrier $(E_d+E_r)/2$. That case shows up as a peak temperature that falls when $F$ is raised.

Agreement of the true limiting slopes with \eqref{shift} would not establish random burial either. Regular passages also fix $g/b$ at the peak, so they give the same slope in \eqref{shift}, and their cold and hot limits have the same two slopes. A fit of \eqref{conc} across the peak does respond: for regular passages in the example it returns 3.2 to 3.5 eV for $E_d$, depending on the temperature window, with residuals of only 0.03 to 0.07 in $\ln C$. To test the fraction itself, extend the straight cold-side line of $\ln C$ to the peak temperature. If thermal desorption is the only loss, the line gives $Fs/R$ there, the concentration without desorption, so the measured $C$ divided by this value is the buried fraction. With a temperature-independent loss $\ell$ the line gives $Fs/(R+\ell d)$ instead, and the ratio is $(b+\ell)/(b+\ell+g)$, which equals $1-E_r/E_d$ at the peak although less is buried. If $\ell$ stays fixed while $R$ is changed, that case shows up in the growth-rate test instead: the peak fixes $g/(b+\ell)$, so the local slope in \eqref{shift} becomes $-E_d(1+\ell/b)$. A loss proportional to $R$ escapes that test too. For random burial with thermal desorption as the only loss, the buried fraction at the peak should be $1-E_r/E_d$. In the example that is 0.667, against 0.700 for regular passages, so the extrapolation must be accurate to tell them apart. An error of 0.023 eV in the cold slope, carried from 950 K to the peak, is as large as the whole difference. A line fitted between 950 and 1050 K already gives 0.69 to 0.70 for random burial, depending on the number of points, and about 0.72 for regular passages. A prefactor $\nu\propto T$ raises the true value to 0.677, but the growth-rate test then returns $E_d+kT_*\simeq3.10$ eV, which raises the predicted value by nearly the same amount.

\section*{Numbers as computed}
\begin{verbatim}
Reaction barrier Er: 1.00 eV
Desorption barrier Ed: 3.00 eV
Reaction prefactor s0: 0.10
Desorption prefactor nu: 1.0e+13 1/s
Diamond lattice constant: 0.3567 nm
(111) layer spacing: 0.2059 nm
(111) site density: 1.815e+15 cm^-2
Diamond atomic density: 1.763e+23 cm^-3
Growth rate: 1.00 um/h
Burial rate b: 1.3488 1/s
Total pressure: 100 Torr
PH3 mole fraction: 5.0e-07
PH3 partial pressure: 5.0e-05 Torr
Gas temperature for flux: 1150 K
PH3 impingement flux: 8.883e+15 cm^-2 s^-1
Peak temperature, numerical: 1147.9 K
Peak temperature, formula: 1147.9 K
Peak temperature: 875 deg C
kT at peak: 0.09892 eV
Desorption rate at peak: 0.6744 1/s
Desorbed fraction at peak: 0.33333
Er/Ed: 0.33333
Reaction probability at peak: 4.070e-06
Peak P concentration: 8.677e+17 cm^-3
Peak P atomic fraction: 4.92 ppm
Curvature of ln J in 1/kT: -2.0000 eV^2
Half-maximum temperatures: 1037 and 1249 K
At 1000 K: C = 2.902e+17 cm^-3, desorbed 0.0056
At 1100 K: C = 7.393e+17 cm^-3, desorbed 0.1177
At 1200 K: C = 7.046e+17 cm^-3, desorbed 0.6509
At 1300 K: C = 2.312e+17 cm^-3, desorbed 0.9456
Growth 0.2 um/h: peak 1090.1 K, C = 2.537e+18 cm^-3
Growth 1.0 um/h: peak 1147.9 K, C = 8.677e+17 cm^-3
Growth 5.0 um/h: peak 1212.3 K, C = 2.968e+17 cm^-3
Barrier from peak shift: 3.0000 eV
Exponent of peak C in R: -0.6667
Peak for nu = 1e12, 1e14 1/s: 1242.2, 1066.9 K
Growth barrier 0.5 eV: peak 1117.3 K, desorbed 0.2000
Regular layers: peak 1164.1 K, desorbed 0.3004
Extra loss at rate b: peak 1174.8 K
T-dependent prefactors: peak 1143.5 K, desorbed 0.3068
Transport velocity, rough: 50 cm/s
Reaction/transport ratio: 1.72e-03
Transport shift of peak: -0.098 K
Dopant coverage at peak: 9.85e-06
Coverage at 1e+05 times the flux: 0.496
Peak at that coverage: 1147.9 K
P donor level, rough: 0.57 eV
Electron masses, rough: 1.40, 0.36 m_e
Band density of states at 300 K: 6.41e+19 cm^-3
Electrons, no compensation: 8.60e+13 cm^-3
Electrons, 10% compensation: 7.67e+10 cm^-3
\end{verbatim}
